# False gaps from energy-sorted bands in the linear tetrahedron method

## Two straight bands and one cell

Take two bands in one dimension, \(A=+\hbar v\,(k-k_0)\) and \(B=-\hbar v\,(k-k_0)\), which do not couple and cross at \(k_0\). Let the grid have spacing \(h\) and let \(k_0\) lie midway between two grid points. At the left point \(A=-\hbar vh/2\) and \(B=+\hbar vh/2\); at the right point the values are exchanged. A diagonalization returns eigenvalues in ascending order, so band 1 is \(-\hbar vh/2\) at both points and band 2 is \(+\hbar vh/2\) at both. Interpolated linearly, both bands are flat across the cell. No state is left between \(-\hbar vh/2\) and \(+\hbar vh/2\), although the true bands fill that interval, and all states of the cell sit at the two edges.

Linear interpolation is exact for \(A\) and for \(B\). It is not exact for \(\min(A,B)\) and \(\max(A,B)\), which have a kink. The absence of a smearing width in the tetrahedron method therefore does not make it free of artefacts.

## The method

Counting is spinless. Energies are in eV and lengths in Å; the electron mass and charge do not enter. The grid is cubic with spacing \(h\), or rectangular with one spacing per axis; scaling an axis leaves all volume fractions unchanged, so a rectangular cell is treated as a cube. In a cube with scaled coordinates \(u_1,u_2,u_3\in[0,1]\), each ordering \(u_{p}\ge u_{q}\ge u_{r}\) defines a tetrahedron whose vertices are cube corners; the six orderings fill the cube, and by symmetry each has one sixth of its volume. In a tetrahedron with vertices \(\mathbf k_i\), a point is \(\mathbf k=\sum_i\lambda_i\mathbf k_i\) with \(\lambda_i\ge0\), \(\sum_i\lambda_i=1\), and a band with vertex energies \(e_i\) is replaced by \(\tilde E=\sum_i\lambda_ie_i\).

Let \(e_1\le e_2\le e_3\le e_4\), \(e_{ij}=e_i-e_j\), and let \(f(E)\) be the volume fraction with \(\tilde E<E\). Since \(\tilde E\) is a weighted mean, \(f=0\) for \(E\le e_1\) and \(f=1\) for \(E>e_4\). For \(e_1<E\le e_2\) the plane \(\tilde E=E\) cuts the three edges from vertex 1 at fractions \((E-e_1)/e_{i1}\) of their length. The volume of a tetrahedron is proportional to the determinant of three edge vectors, so
\[
f=\frac{(E-e_1)^3}{e_{21}e_{31}e_{41}} .
\]
The same argument for the empty corner at vertex 4 gives \(f=1-(e_4-E)^3/(e_{41}e_{42}e_{43})\) for \(e_3<E\le e_4\).

For \(e_2<E\le e_3\) the corner at vertex 1, the region \(\lambda_2,\lambda_3,\lambda_4\ge0\), \(\tilde E<E\), still has the volume above but sticks out through the face \(\lambda_1=0\). In the protruding part put \(\sigma=-\lambda_1\ge0\) and eliminate \(\lambda_2\): \(\tilde E=e_2+\sigma e_{21}+\lambda_3e_{32}+\lambda_4e_{42}\). With \(x=E-e_2\le e_{32}\le e_{42}\), the condition \(\tilde E<E\) forces \(\lambda_3+\lambda_4\le1\), so \(\lambda_2=1+\sigma-\lambda_3-\lambda_4\ge0\) holds by itself. The protruding part is then a corner at vertex 2 with fraction \(x^3/(e_{21}e_{32}e_{42})\), and
\[
f=\frac{(x+e_{21})^3}{e_{21}e_{31}e_{41}}-\frac{x^3}{e_{21}e_{32}e_{42}} .
\]
Expand the cube and use \(e_{31}e_{41}=(e_{32}+e_{21})(e_{42}+e_{21})=e_{32}e_{42}+e_{21}(e_{31}+e_{42})\) to combine the \(x^3\) terms; \(e_{21}\) cancels from the denominator:
\[
f=\frac{1}{e_{31}e_{41}}\Big[e_{21}^2+3e_{21}x+3x^2-\frac{e_{31}+e_{42}}{e_{32}e_{42}}\,x^3\Big].
\]
The number of states per unit cell below \(E\) is the mean of \(f\) over tetrahedra, summed over bands, and the density of states (DOS) \(g\) is its derivative.

One fact links this to one dimension. If the eight corner energies of a cube are the values of one affine function, every tetrahedron carries that function, because four vertex values fix an affine function uniquely. This holds whenever the energy is a sum of functions of one coordinate each. A band depending on \(k_x\) alone is thus interpolated exactly as on a line, where a cell with slope \(s=d\tilde E/dk\) holds \(dk/2\pi\) states per length and contributes \(1/(2\pi|s|)\) to \(g\) within its energy range.

## The counter-example in full

A chain with lattice constant \(a=3\) Å has two orbitals per cell of opposite parity under a mirror plane containing the chain, so the Hamiltonian cannot mix them. Their bands are taken as \(\pm2t\cos ka\) with the round value \(t=1\) eV. They cross at \(ka=\pm\pi/2\) with slopes of size \(\hbar v=2ta=6\) eV Å, or \(v=9.1\times10^{7}\) cm/s. At half filling the chemical potential is zero, by the symmetry \(E\to-E\).

Each band has \(|dE/dk|=2ta|\sin ka|=a\sqrt{4t^2-E^2}\) and two roots at each energy. With \(a\,dk/2\pi\) states per cell, the exact DOS is
\[
g(E)=4\cdot\frac{a}{2\pi}\cdot\frac{1}{a\sqrt{4t^2-E^2}}=\frac{2}{\pi\sqrt{4t^2-E^2}},\qquad g(0)=\frac1{\pi t}=0.3183\ \text{eV}^{-1}.
\]
The chain is a metal.

Take \(k_j=2\pi j/Na\), so \(h=2\pi/Na\), with \(N=10\). The crossing at \(ka=\pi/2\) sits at \(j=N/4\), midway between \(j=2\) and \(j=3\), where \(2t\cos k_ja=\pm2t\sin(\pi/10)=\pm0.6180\) eV. These are the grid points closest to the crossing, so the sorted upper band \(2t|\cos k_ja|\) never falls below \(0.6180\) eV and the lower never rises above \(-0.6180\) eV. The tetrahedron DOS vanishes in between:
\[
G=4t\sin(\pi/N)=2\times0.6180\ \text{eV}=1.236\ \text{eV}=1.98\times10^{-12}\ \text{erg},
\]
close to \(\hbar vh=6\times0.2094=1.257\) eV; the difference is that between \(\sin(\pi/N)\) and \(\pi/N\). The metal is reported as an insulator. The two crossing cells are flat and each holds \(1/N\) states per band, so each gap edge carries a delta peak of weight \(2/N=0.2\) states per cell.

If the same eigenvalues are connected along the original branches, four segments pass through zero energy, each spreading \(1/N\) states over \(1.2361\) eV: \(g(0)=4\times0.1/1.2361=0.3236\) eV\(^{-1}\), within 2% of the exact value. The grid was adequate; the labelling was at fault.

The band energy does not reveal the fault. The mean of \(|\cos|\) is \(2/\pi\), so the exact energy per cell is \(-4t/\pi=-1.27324\) eV. With sorted bands the lower band is full, and the mean of a piecewise linear periodic function is the mean of its grid values, \(-(2t/N)\sum_j|\cos j\theta|\) with \(\theta=2\pi/N\). For \(N=4m+2\) the cosine is positive for \(j=-m,\dots,m\), and the shift \(j\to j+N/2\) gives the other half with opposite sign. The identity \(2\sin(\theta/2)\cos j\theta=\sin(j+\tfrac12)\theta-\sin(j-\tfrac12)\theta\) telescopes, so each half sums to \(\sin[(2m+1)\pi/N]/\sin(\pi/N)=1/\sin(\pi/N)\), because \(2m+1=N/2\). Hence
\[
E_{\rm sorted}=-\frac{4t}{N\sin(\pi/N)} .
\]
Branch-following differs only in the two crossing cells. There, with \(\delta=2t\sin(\pi/N)\), the sorted lower band has mean \(-\delta\). Each of the two branches runs linearly between \(+\delta\) and \(-\delta\); its negative half has mean \(-\delta/2\) over half the cell, which contributes \(-\delta/4\), or \(-\delta/2\) for both. The difference is \(-\delta/2\) in two cells out of \(N\):
\[
E_{\rm sorted}-E_{\rm tracked}=-\frac{\delta}{N}=-\frac{0.6180}{10}=-0.06180\ \text{eV}.
\]
For \(N=10\) the energies are \(-1.29443\) eV (sorted) and \(-1.23262\) eV (tracked). With \(1/\sin y=1/y+y/6+\dots\), the sorted error is \(-(2\pi/3)\,t/N^2\) to leading order; the difference tends to \(-2\pi t/N^2\), so the tracked error tends to \((-2\pi/3+2\pi)\,t/N^2=+(4\pi/3)\,t/N^2\). The differences from the exact energy, times \(N^2/t\), are \(-2.1188\) and \(4.0616\) at \(N=10\), and \(-2.0945\) and \(4.1880\) at \(N=130\), against limits \(-2.0944\) and \(4.1888\). In this model, on grids with \(N=4m+2\), the crossing error overcompensates the curvature error, and the calculation with the false gap has about half the energy error of the one without. An accurate energy does not certify the DOS.

## The general statement

"Velocity times spacing" is the scale of the false gap, not its value. For sorted bands interpolated linearly:

1. The DOS has a gap between bands \(n\) and \(n+1\) exactly when \(G=\min_{\rm grid}E_{n+1}-\max_{\rm grid}E_n>0\), and its width is \(G\).
2. If two uncoupled branches \(A,B\) are affine in a tetrahedron, the interpolated upper band lies on or above the true one, the lower on or below, their sum is exact, and their splitting is positive at every interior point, including the true crossing, unless \(A=B\) at all vertices.
3. For \(A=\hbar\alpha(k-k_0)\), \(B=\hbar\beta(k-k_0)\), \(\alpha>\beta\), \(k_0=k_j+\tau h\), \(0<\tau<1\), the direct gap at \(k_0\) is \(2\tau(1-\tau)\hbar(\alpha-\beta)h\). The DOS has a gap only for opposite slopes, and that gap, given by statement 1, never exceeds the direct gap. For slopes \(\pm v\), \(G=2\hbar vh\min(\tau,1-\tau)\), bordered for \(\tau\neq\tfrac12\) by a plateau whose height at fixed \(\tau\) does not depend on \(h\), and for \(\tau=\tfrac12\) by a delta peak.
4. For branches depending on \(k_x\) alone, a transverse dispersion \(w(k_y,k_z)\) of width \(W\) common to both branches, with its extrema on the grid, reduces the gap to \(G-W\).
5. Relabelling by eigenvector overlap removes the artefact for uncoupled smooth branches whose eigenvectors change little between neighbouring grid points, but misreads an unresolved avoided crossing and cannot yield smooth branches around a conical node. For an isotropic, untilted node \(G=2\hbar v\,d_{\min}\), with \(d_{\min}\) the distance from the node to the nearest grid point.

Statements 2 and 3 are exact for straight branches; curvature changes vertex energies at higher order in \(h\), as the sines in the chain show.

## Proof

**1.** In each tetrahedron \(\tilde E\) covers exactly \([e_1,e_4]\). Neighbouring tetrahedra share vertices, so band \(n\) covers the whole interval between its grid minimum and maximum. Sorting puts all lower bands below \(\max E_n\) and all higher ones above \(\min E_{n+1}\).

**2.** With \(\Delta=A-B\), the sorted energies are \(E_\pm=\tfrac12(A+B)\pm\tfrac12|\Delta|\). Interpolation is linear in the vertex values and reproduces affine functions, so \(\tilde E_\pm=\tfrac12(A+B)\pm\tfrac12\sum_i\lambda_i|\Delta_i|\), while the true splitting is \(|\Delta(\mathbf k)|=|\sum_i\lambda_i\Delta_i|\). The triangle inequality gives
\[
\tilde E_+-\tilde E_-=\sum_i\lambda_i|\Delta_i|\ \ge\ \Big|\sum_i\lambda_i\Delta_i\Big|=E_+-E_- .
\]
At interior points equality needs all \(\Delta_i\) of one sign, so tetrahedra not cut by the crossing are exact. At an interior crossing point the right side is zero and the left is positive.

**3.** The vertices lie at \(k-k_0=-\tau h\) and \((1-\tau)h\), and \(k_0\) has weights \(1-\tau\) and \(\tau\) on them. The splitting at \(k_0\) is \(\hbar(\alpha-\beta)h\,[(1-\tau)\tau+\tau(1-\tau)]\), as stated. Left of \(k_0\) the branch with the smaller slope is the upper one, so in units of \(\hbar h\) the upper band takes the values \(-\beta\tau\) and \(\alpha(1-\tau)\), the lower \(-\alpha\tau\) and \(\beta(1-\tau)\).

For \(\alpha>0>\beta\) the upper band rises away from the cell on both sides and the lower falls, so the extrema are among these four values and statement 1 gives
\[
G=\hbar h\big[\min(|\beta|\tau,\alpha(1-\tau))+\min(\alpha\tau,|\beta|(1-\tau))\big].
\]
A minimum does not exceed a weighted mean; with weights \(1-\tau\) and \(\tau\) each minimum is at most \(\tau(1-\tau)(\alpha+|\beta|)\), so \(G\) does not exceed the direct gap. For \(\alpha=-\beta=v\), \(G\) is \(2\hbar vh\min(\tau,1-\tau)\): it equals \(\hbar vh\) only at \(\tau=\tfrac12\) and vanishes as the crossing approaches a grid point.

For \(\alpha>\beta>0\) both sorted bands rise monotonically and overlap, so there is no DOS gap. The DOS is still wrong. Zero energy lies in the range of both bands in the crossing cell, where the slopes over \(\hbar\) are \(x=\alpha\tau+\beta(1-\tau)=\beta+\tau D\) and \(y=\alpha(1-\tau)+\beta\tau=\alpha-\tau D\), with \(D=\alpha-\beta\). Then \(x+y=\alpha+\beta\) and \(xy=\alpha\beta+\tau D(\alpha-\beta)-\tau^2D^2=\alpha\beta+\tau(1-\tau)D^2\), so
\[
2\pi\hbar\,g(0)=\frac1x+\frac1y=\frac{\alpha+\beta}{xy}<\frac{\alpha+\beta}{\alpha\beta}=\frac1\alpha+\frac1\beta .
\]
Two negative slopes follow from \(k\to-k\).

Now take \(\pm v\) and \(\tau<\tfrac12\) (otherwise exchange \(\tau\) and \(1-\tau\)). The exact DOS per length is \(g_0=2/(2\pi\hbar v)=1/(\pi\hbar v)\). Put \(\xi=|E|/\hbar vh\). In the crossing cell the upper band runs from \(\xi=\tau\) to \(1-\tau\), with slope \(\hbar v(1-2\tau)\). The cells to the left start at \(\xi=\tau\), those to the right at \(1-\tau\), both with slope of size \(\hbar v\). So \(g=0\) for \(\xi<\tau\), \(g=g_0\) for \(\xi>1-\tau\), and in between
\[
g=\frac{1}{2\pi\hbar v}\Big[1+\frac{1}{1-2\tau}\Big]=g_0\,\frac{1-\tau}{1-2\tau}.
\]
The plateau has width \((1-2\tau)\hbar vh\) and so holds \(g_0\hbar vh(1-\tau)\) states, the exact number between zero and \(\xi=1-\tau\): the expelled states are all recovered there. As \(\tau\to\tfrac12\) the cell's share \(h/2\pi\) collapses into a delta peak. With the chemical potential at the crossing, the exact integral of the lower band over the cell is \(-\tfrac12\hbar vh^2[\tau^2+(1-\tau)^2]\) and the interpolated one is \(h\) times the mean of the vertex values, \(-\tfrac12\hbar vh^2\). Since \(1-\tau^2-(1-\tau)^2=2\tau(1-\tau)\), the energy error per length and per crossing is \(-\hbar vh^2\tau(1-\tau)/2\pi\). For the chain at \(\tau=\tfrac12\), two crossings and the factor \(a\) give \(-2\cdot2ta\,(2\pi/Na)^2\cdot\tfrac14\cdot a/2\pi=-2\pi t/N^2\), the value found above. At fixed \(\tau\) the energy error scales as \(h^2\), the gap as \(h\), and the plateau height stays fixed while its width shrinks.

In the chain \(\tau\) is the fractional part of \(N/4\), the crossing at \(-\pi/2a\) has \(1-\tau\), and with \(s=\min(\tau,1-\tau)\) the nearest point has \(|\cos k_ja|=\sin(2\pi s/N)\), so \(G=4t\sin(2\pi s/N)\).

| \(N\) | \(\tau\) | \(\hbar vh\) (eV) | \(2\hbar vhs\) (eV) | gap (eV) |
|---|---|---|---|---|
| 10 | 1/2 | 1.2566 | 1.2566 | 1.2361 |
| 11 | 3/4 | 1.1424 | 0.5712 | 0.5693 |
| 12 | 0 | 1.0472 | 0 | 0 |
| 18 | 1/2 | 0.6981 | 0.6981 | 0.6946 |
| 34 | 1/2 | 0.3696 | 0.3696 | 0.3691 |

At fixed \(s\) the gap falls as \(1/N\), but \(s\) jumps with \(N\): it is \(\tfrac12\) for \(N=4m+2\), \(\tfrac14\) for odd \(N\), and \(0\), with no gap, for \(N=4m\). For \(s=\tfrac14\) the plateau should be \((3/4)/(1/2)=3/2\) times the exact DOS. At \(E=\hbar vh/2\), for \(N=4m+3\), two cells per crossing contribute, both starting at \(2t\sin(\pi/2N)\) and ending at \(2t\sin(3\pi/2N)\) and \(2t\sin(5\pi/2N)\); the sines deviate from their arguments by relative terms in \(N^{-2}\). The ratio is \(0.5102/0.3321=1.536\) at \(N=11\) and \(0.4795/0.3192=1.502\) at \(N=43\). At this energy, which shrinks with \(h\), refinement drives the ratio to \(3/2\), not to 1; a fixed nonzero energy eventually leaves the plateau, and there the ratio tends to 1.

**4.** Adding \(w(k_y,k_z)\) to both branches leaves their order unchanged, and \(k_x\) varies independently of \(k_y,k_z\) on the grid. So \(\min E_+\) shifts by \(\min w\), \(\max E_-\) by \(\max w\), and the gap is \(G-W\). For \(w=-2t'(\cos k_ya+\cos k_za)\), \(W=8t'\). On a \(10\times4\times4\) grid with \(t'=0.1\) eV the gap is \(1.2361-0.8=0.4361\) eV. With \(t'=0.2\) eV, \(W=1.6\) eV exceeds \(G\) and the gap closes, but a dip remains. The four-point cosine takes the values \(1,0,-1,0\), so each interpolated term of \(w\) is uniformly distributed on \([-W/4,W/4]\) and their sum has the triangular density \(p(w)=(W/2-|w|)/(W/2)^2\). The interpolant is the chain's plus \(w\), so \(g(0)\) is the chain DOS weighted with \(p\). Each sorted band offers the delta of weight \(0.2\) at \(0.6180\) eV, and four cells rising from \(2t\sin(\pi/10)\) to \(2t\sin(3\pi/10)\). That rise is \(4t\cos(\pi/5)\sin(\pi/10)=2t\cos(\pi/5)\sin(\pi/5)/\cos(\pi/10)=t\sin(2\pi/5)/\cos(\pi/10)=t\), a density \(4/(Nt)\). With \(W/2=0.8\) eV,
\[
g(0)=2\Big[0.2\,\frac{0.8-0.6180}{0.8^2}+\frac{4}{10}\,\frac{(0.8-0.6180)^2}{2\times0.8^2}\Big]\text{eV}^{-1}=0.134\ \text{eV}^{-1},
\]
against \(0.3252\) eV\(^{-1}\) exact and \(0.3276\) eV\(^{-1}\) with tracked branches.

**5.** For a two-level Hamiltonian \(H=\mathbf d\cdot\boldsymbol\sigma\), \(H^2=|\mathbf d|^2\), so the eigenvalues are \(\pm|\mathbf d|\) and the lower state has projector \(P=\tfrac12(1-\mathbf n\cdot\boldsymbol\sigma)\), \(\mathbf n=\mathbf d/|\mathbf d|\). From \(\operatorname{Tr}\sigma_i=0\) and \(\operatorname{Tr}\sigma_i\sigma_j=2\delta_{ij}\), the squared overlap of the lower states at two points is
\[
\operatorname{Tr}PP'=\tfrac12(1+\mathbf n\cdot\mathbf n').
\]
Tracking keeps the labels between neighbours when this exceeds \(\tfrac12\) and swaps them otherwise.

For uncoupled branches with \(k\)-independent eigenvectors, as in the chain, \(\mathbf n\) points along \(\pm z\) in the branch basis, the overlap is 1 or 0, and the rule recovers the branches; it is undefined at a grid point where the levels are degenerate. If the eigenvectors rotate with \(k\), the overlaps are no longer 1 and 0. For \(H_{12}=t(1+e^{-ika})=2t\cos(ka/2)\,e^{-ika/2}\), \(\mathbf n\) turns by \(ha/2\) between neighbours and changes sign at the crossing \(ka=\pi\). For odd \(N\) the overlaps are then \(\cos^2(ha/4)\) and, across the crossing, \(\sin^2(ha/4)\), and the single swap returns the labels exchanged after one pass through the zone.

With a coupling \(V\), \(\mathbf d=(V,0,A)\), the true gap is \(2V\). If the crossing cell has \(A=\pm\delta\), the sorted gap is \(2\sqrt{V^2+\delta^2}\), and \(\mathbf n\cdot\mathbf n'=(V^2-\delta^2)/(V^2+\delta^2)\) gives the overlap \(V^2/(V^2+\delta^2)\). The rule swaps when \(\delta>V\) and then draws lines through a real gap. For the chain with \(V=0.1\) eV (true gap \(0.2\) eV) at \(N=10\), the overlap is \(0.1^2/(0.1^2+0.6180^2)=0.0255\): tracking erases the gap, while sorting gives \(1.2521\) eV, hardly different from the \(1.2361\) eV found with no coupling. At \(N=202\), \(\delta=0.0311\) eV, the overlap is \(0.9118\), the labels are kept, and the gap is \(0.2095\) eV. If the avoided crossing happens to lie on a grid point, the sorted gap is exactly \(2V\) for any \(h\); since the nearest grid point can have \(|A|\) up to about \(\hbar vh/2\), a gap is resolved wherever it falls only when \(\hbar vh\) is small against it.

For a Weyl node, \(H=\hbar v\,\boldsymbol\sigma\cdot\mathbf q\) with \(\mathbf q=\mathbf k-\mathbf k_0\), the energies are \(\pm\hbar v|\mathbf q|\) and statement 1 gives \(G=2\hbar vd_{\min}\). On a cubic grid each coordinate is minimized separately, \(d_{\min}=h\,[\sum_i\min(\tau_i,1-\tau_i)^2]^{1/2}\), largest at the cube centre, where \(G=\sqrt3\,\hbar vh\). With the chain's \(\hbar v\) and \(h\) this is \(\sqrt3\times1.2566=2.177\) eV. The eight corners are then equidistant from the node, the central cube is flat, and the count jumps by one cube volume \(h^3\) at the edge. A tetrahedron in an adjacent cube has at most three vertices at that energy, so its \(f\) starts continuously from zero. The exact count at the edge is the volume of a sphere of radius \(\sqrt3h/2\), namely \((4\pi/3)(\sqrt3/2)^3=2.72\) cubes. Unlike the midpoint case on a line, the peak does not restore the count, because \(|\sum_i\lambda_i\mathbf q_i|\le\sum_i\lambda_i|\mathbf q_i|\) in every tetrahedron, and strictly at interior points, since four non-coplanar vertices cannot lie on one ray from the node: the interpolated upper cone lies above the true one throughout, not only in the central cube, whereas on a line equality holds outside the crossing cell.

The corners lie along \(\mathbf n=(\pm1,\pm1,\pm1)/\sqrt3\), so \(\mathbf n\cdot\mathbf n'=\tfrac13,-\tfrac13,-1\) along an edge, a face diagonal and the body diagonal, with overlaps \(\tfrac23,\tfrac13,0\). Two edges and their face diagonal form a face of a tetrahedron. The edges say keep twice, the diagonal says swap, and no labelling obeys all three. At this node position moving the threshold does not help: below \(\tfrac13\) the face formed by an edge, a face diagonal and the body diagonal says keep, keep, swap, and from \(\tfrac23\) upward every face of the tetrahedra in the central cube says swap three times. For a node that lies on no tetrahedron edge a low enough threshold keeps every label, which is consistent but is just sorting. Along a line through the node the smooth branch passes from the lower cone to the upper, while along a path from \(\mathbf q\) to \(-\mathbf q\) around the node the levels never meet and the lower state stays lower, so no pair of smooth branches exists. Placing the node on a grid point makes \(d_{\min}=0\) and removes the gap, though the inequality above still applies; otherwise, at fixed offsets \(\tau_i\), the gap shrinks only in proportion to \(h\); for a fixed node the offsets jump with the grid, and the gap is bounded by \(\sqrt3\,\hbar vh\).

The numerical check tests \(f(E)\) against random sampling, and the gaps, plateau, peak weights, energies and overlaps against diagonalization followed by tetrahedron counting or quadrature.

## Table of computed values

```
t = 1.0 eV, a = 3.0 A, hbar*v = 6.0000 eV A
v = 9.116e+07 cm/s; exact DOS(0) = 0.3183 /eV/cell
N=10: h=0.2094 1/A, tau=0.50, hbar v h=1.2566 eV, 2 hbar v h min=1.2566 eV, gap=1.2361 eV
N=11: h=0.1904 1/A, tau=0.75, hbar v h=1.1424 eV, 2 hbar v h min=0.5712 eV, gap=0.5693 eV
N=12: h=0.1745 1/A, tau=0.00, hbar v h=1.0472 eV, 2 hbar v h min=0.0000 eV, gap=0.0000 eV
N=18: h=0.1164 1/A, tau=0.50, hbar v h=0.6981 eV, 2 hbar v h min=0.6981 eV, gap=0.6946 eV
N=34: h=0.0616 1/A, tau=0.50, hbar v h=0.3696 eV, 2 hbar v h min=0.3696 eV, gap=0.3691 eV
N=10 gap = 1.980e-12 erg; edge at 0.6180 eV; delta weight = 0.2000 states/cell
N=10 DOS(0): sorted 0.0000, tracked 0.3236 /eV/cell
N=11: at E=0.5712 eV sorted DOS 0.5102, exact 0.3321 /eV/cell, ratio 1.5362
N=43: at E=0.1461 eV sorted DOS 0.4795, exact 0.3192 /eV/cell, ratio 1.5023
exact band energy = -1.27324 eV/cell
N=10: sorted -1.29443, tracked -1.23262, difference -0.06180 eV/cell
   error*N^2/t: sorted -2.1188, tracked 4.0616
N=34: sorted -1.27505, tracked -1.26963, difference -0.00543 eV/cell
   error*N^2/t: sorted -2.0965, tracked 4.1778
N=130: sorted -1.27336, tracked -1.27299, difference -0.00037 eV/cell
   error*N^2/t: sorted -2.0945, tracked 4.1880
limits -2pi/3 = -2.0944, 4pi/3 = 4.1888
tp=0.1 eV: W=0.8 eV, G-W=0.4361 eV; DOS(0) sorted 0.0000, tracked 0.3236, exact 0.3199 /eV/cell
tp=0.2 eV: W=1.6 eV, G-W=-0.3639 eV; DOS(0) sorted 0.1344, tracked 0.3276, exact 0.3252 /eV/cell
V = 0.1 eV: true gap 0.2000 eV
  N=10: delta=0.6180 eV, sorted gap 1.2521 eV, overlap^2 0.0255
  N=202: delta=0.0311 eV, sorted gap 0.2095 eV, overlap^2 0.9118
Weyl node at cube centre, h=0.2094 1/A: gap 2.1766 eV
  count at upper edge: tetrahedra 1.0000 cubes, exact 2.7207 cubes
  overlap^2: edge 0.6667, face diagonal 0.3333, body diagonal 0.0000
```
